# How the A² Term Cancels for a Static Uniform Vector Potential, part 1

(Sections cited here and not found follow in the second part.)

## The static cancellation

Take one electron on a spring: a particle of mass 1 and charge $-1$ that moves along $x$ in the potential $\Omega^2x^2/2$. Atomic units are used throughout, in the form in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are all 1 and the electric field is $\mathcal E=-dA/dt$. A charge $q$ in a vector potential has the kinetic energy $(p-qA)^2/2$. With $q=-1$ and a constant $A$ along $x$, the Hamiltonian is

$$
h(A)=\frac{(p+A)^2}{2}+\frac{\Omega^2x^2}{2}
=\frac{p^2}{2}+\frac{\Omega^2x^2}{2}+Ap+\frac{A^2}{2}.
$$

The last term raises every level by $A^2/2$. The term $Ap$ acts through second-order perturbation theory. In terms of the ladder operators, $p=-i\sqrt{\Omega/2}\,(a-a^\dagger)$, so that $p|0\rangle=i\sqrt{\Omega/2}\,|1\rangle$. The ground state is coupled to a single excited state, which lies higher by $\Omega$. The second-order energy is therefore

$$
\frac{A^2}{2}-A^2\frac{|\langle1|p|0\rangle|^2}{\Omega}
=\frac{A^2}{2}-A^2\frac{\Omega/2}{\Omega}=0 .
$$

The spring constant has dropped out. A stiffer spring has a larger momentum matrix element, but also a larger energy denominator, and the two changes compensate.

Now let $A$ vary in time. The Heisenberg equations are $\dot x=p+A$ and $\dot p=-\Omega^2x$. Differentiating the first and inserting the second gives $\ddot x=-\Omega^2x+\dot A=-\Omega^2x-\mathcal E$, which is Newton's law for a charge $-1$. For $A=A_0\cos\omega t$ the driving term is $\dot A=-\omega A_0\sin\omega t$, and the forced solution is

$$
x=-\frac{\omega A_0\sin\omega t}{\Omega^2-\omega^2},\qquad
\dot x=-\frac{\omega^2}{\Omega^2-\omega^2}\,A_0\cos\omega t .
$$

The electric current is $J=-\dot x$. The polarizability of the oscillator is $\alpha(\omega)=1/(\Omega^2-\omega^2)$, because the dipole $-x$ equals this factor times the field $\mathcal E=\omega A_0\sin\omega t$. Hence $J=\omega^2\alpha(\omega)A$. A constant $A$ drives no current and costs no energy; an oscillating one produces a response proportional to $\omega^2\alpha(\omega)$.

The same two statements hold for a molecule. Let $N$ electrons be bound in a finite region by nuclei held fixed, and let $V$ contain the attraction of the nuclei and the repulsion between electrons. The assumption that matters most is that $V$ is a function of the positions alone. The vector potential is uniform over the molecule, which is the long-wavelength approximation; it then has no curl, so there is no magnetic field acting on the spins. Spin-orbit coupling is left out. The Hamiltonian is

$$
H(A)=\sum_{i=1}^{N}\frac{(\mathbf p_i+\mathbf A)^2}{2}+V .
$$

Since $\mathbf A$ does not depend on position, it commutes with $\mathbf p_i$, and each square is $\mathbf p_i^2+2\mathbf A\cdot\mathbf p_i+\mathbf A^2$. Write $\mathbf A=A\mathbf e$ with a fixed unit vector $\mathbf e$, and define the components of total momentum and total position along it,

$$
P=\sum_i\mathbf e\cdot\mathbf p_i,\qquad X=\sum_i\mathbf e\cdot\mathbf r_i .
$$

Summing the squares gives

$$
H(A)=H+AP+\frac{NA^2}{2},
$$

where $H$ is the Hamiltonian without the vector potential. Let $|n\rangle$ be its eigenstates, with energies $E_n$, and let the ground state $|0\rangle$ be non-degenerate. Write $\omega_n=E_n-E_0$, $P_{n0}=\langle n|P|0\rangle$ and $X_{n0}=\langle n|X|0\rangle$. Sums over $n$ run over all excited states and include an integral over the continuum.

The term $AP$ is of first order in $A$ and the term $NA^2/2$ is of second order. To second order, the first must be taken through second-order perturbation theory, while the second enters by its expectation value, which is the number itself. The energy is

$$
E(A)=E_0+A\langle0|P|0\rangle+\frac{NA^2}{2}-A^2\sum_n\frac{|P_{n0}|^2}{\omega_n}+\dots
$$

The positive quadratic term is called diamagnetic and the negative one paramagnetic. To compare them, the momentum elements must be related to position elements. For one electron and one direction,

$$
\left[x,\frac{p^2}{2}\right]=\frac{[x,p]\,p+p\,[x,p]}{2}=ip .
$$

Because $V$ depends on positions alone, it commutes with $X$. Adding the kinetic contributions of all electrons gives $[X,H]=iP$. Take this equation between $\langle n|$ and $|0\rangle$. On the left, $XH$ gives $E_0X_{n0}$ and $HX$ gives $E_nX_{n0}$, so

$$
(E_0-E_n)X_{n0}=iP_{n0},\qquad\text{hence}\qquad P_{n0}=i\omega_nX_{n0}.
$$

For $n=0$ the same equation gives $\langle0|P|0\rangle=0$: a bound stationary state has no mean momentum, and the first-order energy vanishes. For the excited states $|P_{n0}|^2=\omega_n^2|X_{n0}|^2$, and the paramagnetic sum becomes

$$
\sum_n\frac{|P_{n0}|^2}{\omega_n}=\sum_n\omega_n|X_{n0}|^2 .
$$

The right side is half the sum of the oscillator strengths $f_n=2\omega_n|X_{n0}|^2$. Its value follows from a double commutator. From $[H,X]=-iP$ and $[X,P]=iN$, where each electron contributes $i$ and different electrons contribute nothing,

$$
[X,[H,X]]=-i[X,P]=-i(iN)=N .
$$

Write out the same double commutator and take its ground-state expectation value, using $H|0\rangle=E_0|0\rangle$ in the terms where $H$ stands at an end:

$$
\langle0|XHX-X^2H-HX^2+XHX|0\rangle
=2\langle0|XHX|0\rangle-2E_0\langle0|X^2|0\rangle .
$$

Inserting the complete set of eigenstates between the two factors $X$ turns this into $2\sum_n(E_n-E_0)|X_{n0}|^2$; the ground state drops out because its energy difference is zero. Comparison gives the Thomas-Reiche-Kuhn sum rule,

$$
\sum_nf_n=\sum_n2\omega_n|X_{n0}|^2=N .
$$

The paramagnetic sum is therefore $N/2$, whatever the potential, and the second-order energy is

$$
E^{(2)}=\frac{NA^2}{2}-A^2\,\frac N2=0 .
$$

This holds for every direction $\mathbf e$. The second-order energy is a quadratic form in the components of $\mathbf A$, and a symmetric quadratic form that vanishes for every vector has only zero coefficients. The cancellation is thus a tensor statement, valid also for a molecule of low symmetry.

The reason behind the sum rule is a change of phase. Let $U=e^{-iAX}$. Acting on any function $g$, $\mathbf p_i(e^{iAX}g)=e^{iAX}(\mathbf p_i+\mathbf A)g$, so that $U\mathbf p_iU^\dagger=\mathbf p_i+\mathbf A$. Since $U$ commutes with $V$,

$$
H(A)=UHU^\dagger .
$$

The two Hamiltonians have the same spectrum, and every order in $A$ of every level shift vanishes, not the second alone. The new ground state is $U|0\rangle$. Its canonical momentum is $\langle0|U^\dagger PU|0\rangle=\langle0|P-NA|0\rangle=-NA$, while the sum of the velocities, $P+NA$, has the mean value zero. No net current flows. Since each velocity operator is $\mathbf p_i+\mathbf A=U\mathbf p_iU^\dagger$, the velocities in the state $U|0\rangle$ are distributed exactly as they were in $|0\rangle$ without the vector potential. Perturbation theory shows the same thing to first order: the admixture is

$$
-A\sum_n|n\rangle\frac{P_{n0}}{\omega_n}=-iA\sum_n|n\rangle X_{n0}
=-iA\,(X-\langle0|X|0\rangle)|0\rangle ,
$$

which is the linear term of $e^{-iAX}|0\rangle$ apart from a constant phase. The excited states mixed in by $AP$ describe a phase that varies across the molecule, and no displacement of charge.

The $A^2$ term is cancelled, not absent. If it is struck out, the Hamiltonian is $H(A)-NA^2/2$ and its ground-state energy is $E_0-NA^2/2$, which falls without limit as $A$ grows. This matters when $A$ belongs to a light mode. Let the mode have a coordinate $q$, potential energy $\omega_c^2q^2/2$ and $A=\lambda q$, and let it be so slow that the electrons follow it in their ground state. Without the $A^2$ term the mode would move in the potential $(\omega_c^2-N\lambda^2)q^2/2$ and would be unstable for $N\lambda^2>\omega_c^2$. With the term kept, the electronic energy does not depend on $q$, and this instability is gone.

A numerical example with interacting electrons uses round model parameters. Two electrons in a spin singlet move along a line in the well

$$
v(x)=0.10\,x^2+0.04\,x^3+0.02\,x^4
$$

and repel each other with the energy $1/\sqrt{(x_1-x_2)^2+1}$. The numerical check diagonalizes this two-electron problem on a grid and finds the ground-state energy 1.2074 hartree. The oscillator strengths sum to 2.0000. The diamagnetic coefficient of $A^2$ is $N/2=1$, the paramagnetic one is $-1.0000$, and the remainder is of order $10^{-10}$. For $A=0.3$ the $A^2$ term is $2\times0.3^2/2=0.09$ hartree; diagonalizing $H+AP$ gives a shift of $-0.0900$ hartree, and the two add to less than $10^{-11}$ hartree.

The cancellation needs the complete set of states. If a set $S$ of transitions is kept and the $A^2$ term is left whole, the static energy is

$$
E_S^{(2)}=\frac{A^2}{2}\Big(N-\sum_{n\in S}f_n\Big),
$$

so the missing oscillator strength appears as a false diamagnetic energy. In the example the strongest transition carries $f=1.96598$ of the total 2. Keeping it alone leaves the bracket at 0.03402 instead of zero.

It also needs a local potential. Suppose that $V$ is supplemented by an operator $W$ that does not commute with position, such as a projector in a pseudopotential. If $W$ is left unchanged while $\mathbf p$ is replaced by $\mathbf p+\mathbf A$, the Hamiltonian is

$$
UHU^\dagger+W=U\,(H+U^\dagger WU)\,U^\dagger .
$$

Its spectrum is that of $H+U^\dagger WU$, which in general depends on $A$. The remedy is to replace $W$ by $UWU^\dagger$, which restores $U(H+W)U^\dagger$. For one electron in the well $v(x)$ with $W=0.5\,|\chi\rangle\langle\chi|$ and a normalized $\chi\propto e^{-x^2}$, the unchanged $W$ gives a false shift of $-0.0175$ hartree at $A=0.3$. With the phase included the shift is zero to rounding error.

The third requirement is that position be a proper operator. Let an electron be confined to a circle of radius 1, with angle $\theta$ and a constant tangential component $A$. This is not a uniform vector in the plane: it encloses the magnetic flux $2\pi A$. The phase $e^{-iA\theta}$ that would remove it returns to its initial value after one turn only if $A$ is an integer. On a ring without any potential the ground state is constant, $P|0\rangle=0$, and nothing cancels the energy $A^2/2$. The levels are $(m+A)^2/2$ with integer $m$, so the state with $m=0$ remains the lowest for $|A|<\tfrac12$. With the potential $0.2\cos\theta$ the cancellation is partial: the coefficient of $A^2/2$ is 0.7497 from the sum over states, and the curvature of the computed energy agrees within $10^{-4}$. A ring-shaped molecule in a truly uniform $\mathbf A$ is a different case. There $\mathbf A\cdot\mathbf r$ is single-valued, and the cancellation holds.

For electrons bound by a local potential, a constant uniform vector potential changes no energy level and drives no current, because the paramagnetic part cancels the $A^2$ term; in calculations this requires a complete set of states, a local potential or a phase-dressed nonlocal one, and a proper position operator. It remains to find the current and the energy shift of the $N$-electron system when $A$ oscillates, and the effect of a truncated set of states on that response.
